# The CCSD nuclear gradient from relaxed densities in the AO basis: verification in Python

```python
# Result under test: the closed-shell CCSD nuclear gradient
#   dE/dx = sum D h^x + 1/2 sum Gamma (..|..)^x - sum W S^x + Vnn^x
# D, Gamma : relaxed one- and two-electron densities (AO basis)
# W        : energy-weighted density; h, g, S : core, repulsion, overlap integrals
# T, Lambda and the unrelaxed densities are obtained from their definitions in
# the full determinant space. Energies for the finite differences of the
# gradient come from the separate CCSD code in pyscf. Atomic units throughout.
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from scipy import constants
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
rng = np.random.default_rng(7)
symbols = ["O", "H", "H"]
xyz0 = np.array([[0.0, 0.0, 0.0], [0.0, 0.0, 1.8], [2.3, 0.0, -0.6]])


def make_mol(xyz):
    atoms = [(s, tuple(r)) for s, r in zip(symbols, xyz)]
    return gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)


def run_rhf(xyz, field=None, guess=None):
    m = make_mol(xyz)
    f = scf.RHF(m)
    f.conv_tol, f.conv_tol_grad = 1e-12, 1e-8
    if field is not None:
        hf = f.get_hcore() + np.einsum("x,xij->ij", field, m.intor("int1e_r"))
        f.get_hcore = lambda *args: hf
    f.kernel(dm0=guess)
    return f


def derivative(f, step):
    """Four-point central difference at zero."""
    return (8 * (f(step) - f(-step)) - (f(2 * step) - f(-2 * step))) / (12 * step)


def transform4(t, a):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", t, a, a, a, a, optimize=True)


def symmetrize4(t):
    t = (t + t.transpose(1, 0, 2, 3)) / 2
    t = (t + t.transpose(0, 1, 3, 2)) / 2
    return (t + t.transpose(2, 3, 0, 1)) / 2


# ---------- reference state and molecular-orbital integrals ----------
mf = run_rhf(xyz0)
mol = mf.mol
density_guess = np.array(mf.make_rdm1())
C = mf.mo_coeff.copy()
C *= np.sign(C[np.abs(C).argmax(axis=0), np.arange(C.shape[1])])
eps = mf.mo_energy
n, no = C.shape[1], mol.nelectron // 2
nv = n - no
o, v = slice(0, no), slice(no, n)
h = C.T @ mf.get_hcore() @ C
g = transform4(mol.intor("int2e"), C)
e_nuc = mol.energy_nuc()


def library_energy(xyz, field=None):
    c = cc.CCSD(run_rhf(xyz, field, density_guess))
    c.conv_tol, c.conv_tol_normt, c.max_cycle = 1e-11, 1e-8, 200
    c.kernel()
    assert c.converged
    return c.e_tot


# ---------- spin-summed operators E_pq in the determinant space ----------
strings = list(itertools.combinations(range(n), no))
where = {s: k for k, s in enumerate(strings)}
ns = len(strings)
nd = ns * ns
e_string = np.zeros((n, n, ns, ns))
for col, s in enumerate(strings):
    for q in s:
        rest = tuple(k for k in s if k != q)
        for p in range(n):
            if p not in rest:
                new = tuple(sorted(rest + (p,)))
                sign = (-1) ** (s.index(q) + new.index(p))
                e_string[p, q, where[new], col] = sign
one_string = sp.identity(ns, format="csr")
blocks = []
for p in range(n):
    for q in range(n):
        e = sp.csr_matrix(e_string[p, q])
        blocks.append(sp.kron(e, one_string) + sp.kron(one_string, e))
E_all = sp.vstack(blocks).tocsr()
E_all_T = E_all.T.tocsr()
excitations = [blocks[a * n + i] for a in range(no, n) for i in range(no)]
X_col, X_row = sp.vstack(excitations).tocsr(), sp.hstack(excitations).tocsr()
FORWARD = (X_col, X_row)
TRANSPOSED = (X_row.T.tocsr(), X_col.T.tocsr())
reference = np.zeros(nd)
reference[0] = 1.0
level = np.array([sum(k >= no for k in s) for s in strings])
level = (level[:, None] + level[None, :]).ravel()
sd = np.where((level == 1) | (level == 2))[0]
single = e_string[v, o, :, 0].reshape(nv * no, ns)
gap = (eps[v][:, None] - eps[o][None, :]).ravel()


def act_h(hh, gg, vec):
    """Hamiltonian with integrals hh, gg applied to a determinant vector."""
    k1 = hh - 0.5 * np.einsum("pqqs->ps", gg)
    w = (E_all @ vec).reshape(n * n, nd)
    y = k1.reshape(-1, 1) * vec + 0.5 * (gg.reshape(n * n, n * n) @ w)
    return E_all_T @ y.reshape(n, n, nd).transpose(1, 0, 2).ravel()


def exp_act(t, vec, sign, ops=FORWARD):
    """exp(sign*T) vec, T = sum t1 E_ai + 1/2 sum t2 E_ai E_bj; series ends."""
    t1, t2 = t
    out, term = vec.copy(), vec
    for k in range(1, 2 * nv + 1):
        w = (ops[0] @ term).reshape(nv * no, nd)
        y = t1[:, None] * term + 0.5 * (t2 @ w)
        term = (sign / k) * (ops[1] @ y.ravel())
        out = out + term
    return out


def hbar_act(hh, gg, t, vec):
    return exp_act(t, act_h(hh, gg, exp_act(t, vec, 1)), -1)


def solve_cc(hh, gg, start=None):
    """CCSD amplitudes from <singles, doubles| exp(-T) H exp(T) |0> = 0."""
    if start is None:
        start = (np.zeros(nv * no), np.zeros((nv * no, nv * no)))
    t1, t2 = start
    for _ in range(500):
        bar = hbar_act(hh, gg, (t1, t2), reference)
        psi = bar.reshape(ns, ns)
        r1, r2 = single @ psi[:, 0], single @ psi @ single.T
        if max(np.abs(r1).max(), np.abs(r2).max()) < 1e-11:
            return bar[0], (t1, t2), bar
        t1 = t1 - r1 / gap
        t2 = t2 - r2 / (gap[:, None] + gap[None, :])
    raise RuntimeError("CC equations not converged")


e_el, T, bar0 = solve_cc(h, g)
e_cc = e_el + e_nuc
e_lib = library_energy(xyz0)
assert np.abs(bar0[sd]).max() < 1e-9
assert abs(e_cc - e_lib) < 1e-8

# ---------- Lambda state and unrelaxed densities ----------
columns = []
for j in sd:
    unit = np.zeros(nd)
    unit[j] = 1.0
    columns.append(hbar_act(h, g, T, unit))
hbar = np.array(columns).T
lam = np.linalg.solve((hbar[sd] - e_el * np.eye(len(sd))).T, -hbar[0])
left = reference.copy()
left[sd] = lam
left = exp_act(T, left, -1, TRANSPOSED)
right = exp_act(T, reference, 1)
w_right = (E_all @ right).reshape(n, n, nd)
w_left = (E_all @ left).reshape(n, n, nd).transpose(1, 0, 2)
D0 = w_right @ left
G0 = np.einsum("pqI,rsI->pqrs", w_left, w_right, optimize=True)
G0 = symmetrize4(G0 - np.einsum("qr,ps->pqrs", np.eye(n), D0))
D0 = (D0 + D0.T) / 2
e_from_densities = np.sum(h * D0) + 0.5 * np.sum(g * G0) + e_nuc
assert abs(e_from_densities - e_cc) < 1e-9

# Fixed orbitals: densities must be derivatives of the re-solved CC energy.
dh = 0.3 * rng.standard_normal((n, n))
dh = (dh + dh.T) / 2
dg = symmetrize4(0.3 * rng.standard_normal((n, n, n, n)))
fixed_fd = derivative(lambda s: solve_cc(h + s * dh, g + s * dg, T)[0], 1e-3)
fixed_an = np.sum(dh * D0) + 0.5 * np.sum(dg * G0)
assert abs(fixed_fd - fixed_an) < 1e-6


# ---------- orbital derivative and Z-vector ----------
def orbital_matrix(d, gam):
    return h @ d + np.einsum("prst,qrst->pq", g, gam, optimize=True)


def fock(hh, gg):
    return (hh + 2 * np.einsum("pqkk->pq", gg[:, :, o, o])
            - np.einsum("pkkq->pq", gg[:, o, o, :]))


I0 = orbital_matrix(D0, G0)
asym = I0 - I0.T
assert np.abs(asym[o, o]).max() < 1e-8 and np.abs(asym[v, v]).max() < 1e-8
kappa = 0.3 * rng.standard_normal((n, n))
kappa = kappa - kappa.T


def rotated(s, k):
    u = expm(s * k)
    return u.T @ h @ u, transform4(g, u)


rot_fd = derivative(lambda s: solve_cc(*rotated(s, kappa), T)[0], 1e-3)
rot_an = 2 * np.sum(kappa[v, o] * asym[v, o])
assert abs(rot_fd - rot_an) < 1e-6

vovo = g[v, o, v, o]
hess = (4 * vovo - g[v, v, o, o].transpose(0, 2, 1, 3)
        - vovo.transpose(0, 3, 2, 1)).reshape(nv * no, nv * no)
hess = hess + np.diag(gap)
k_ov = np.zeros((n, n))
k_ov[v, o] = kappa[v, o]
k_ov[o, v] = -kappa[v, o].T
fock_fd = derivative(lambda s: fock(*rotated(s, k_ov))[v, o], 1e-3)
assert np.abs(fock_fd.ravel() - hess @ kappa[v, o].ravel()).max() < 1e-6

rhs = -2 * asym[v, o]
z = np.linalg.solve(hess, rhs.ravel()).reshape(nv, no)
Dz = np.zeros((n, n))
Dz[v, o], Dz[o, v] = z / 2, z.T / 2
P = np.diag([2.0] * no + [0.0] * nv)


def separable(m, p):
    direct = np.einsum("pq,rs->pqrs", m, p) + np.einsum("pq,rs->pqrs", p, m)
    exch = sum(np.einsum(idx, a, b) for idx in ("pr,qs->pqrs", "ps,qr->pqrs")
               for a, b in ((m, p), (p, m)))
    return direct - exch / 4


D = D0 + Dz
W = orbital_matrix(D, G0 + separable(Dz, P))
assert np.abs(W - W.T).max() < 1e-7
mean = np.einsum("pqrs,rs->pq", g, Dz) - 0.5 * np.einsum("prqs,rs->pq", g, Dz)
W_blocks = I0.copy()
W_blocks[o, o] += 2 * mean[o, o]
W_blocks[o, v] += 0.5 * eps[o][:, None] * z.T
W_blocks[v, o] = W_blocks[o, v].T
assert np.abs(W - W_blocks).max() < 1e-7

# ---------- back-transformation to the AO basis ----------
D_ao, D0_ao, W_ao = C @ D @ C.T, C @ D0 @ C.T, C @ W @ C.T
G0_ao = transform4(G0, C.T)
Gz_ao = separable(C @ Dz @ C.T, C @ P @ C.T)
assert np.abs(Gz_ao - transform4(separable(Dz, P), C.T)).max() < 1e-10
G_ao = G0_ao + Gz_ao
S = mol.intor("int1e_ovlp")


# ---------- derivative AO integrals ----------
def integral_derivatives(atom):
    p0, p1 = mol.aoslice_by_atom()[atom, 2:4]
    bra_h = -(mol.intor("int1e_ipkin", comp=3) + mol.intor("int1e_ipnuc", comp=3))
    with mol.with_rinv_at_nucleus(atom):
        hx = -mol.atom_charge(atom) * mol.intor("int1e_iprinv", comp=3)
    hx[:, p0:p1] += bra_h[:, p0:p1]
    sx = np.zeros_like(hx)
    sx[:, p0:p1] = -mol.intor("int1e_ipovlp", comp=3)[:, p0:p1]
    gx = np.zeros((3, n, n, n, n))
    gx[:, p0:p1] = -mol.intor("int2e_ip1", comp=3)[:, p0:p1]
    gx = gx + gx.transpose(0, 2, 1, 3, 4)
    gx = gx + gx.transpose(0, 3, 4, 1, 2)
    return hx + hx.transpose(0, 2, 1), gx, sx + sx.transpose(0, 2, 1)


def shifted(atom, axis, s):
    xyz = xyz0.copy()
    xyz[atom, axis] += s
    return xyz


ints = [integral_derivatives(a) for a in range(3)]


def shifted_integrals(atom, s):
    m = make_mol(shifted(atom, 0, s))
    parts = (m.intor("int1e_kin") + m.intor("int1e_nuc"),
             m.intor("int2e"), m.intor("int1e_ovlp"))
    return np.concatenate([part.ravel() for part in parts])


for atom in (0, 2):
    numeric_ints = derivative(lambda s: shifted_integrals(atom, s), 0.01)
    analytic_ints = np.concatenate([t[0].ravel() for t in ints[atom]])
    assert np.abs(numeric_ints - analytic_ints).max() < 2e-6

charges = mol.atom_charges()
nuc = np.zeros((3, 3))
for a in range(3):
    for b in range(3):
        if a != b:
            r = xyz0[a] - xyz0[b]
            nuc[a] -= charges[a] * charges[b] * r / np.linalg.norm(r) ** 3


def gradient_terms(d, gam, w):
    t1 = np.array([np.einsum("xij,ij->x", t[0], d) for t in ints])
    t2 = np.array([0.5 * np.einsum("xijkl,ijkl->x", t[1], gam) for t in ints])
    t3 = np.array([-np.einsum("xij,ij->x", t[2], w) for t in ints])
    return np.array([t1, t2, t3, nuc])


terms = gradient_terms(D_ao, G_ao, W_ao)
grad = terms.sum(axis=0)
W0_ao = C @ (I0 + I0.T) @ C.T / 2
grad_unrelaxed = gradient_terms(D0_ao, G0_ao, W0_ao).sum(axis=0)
grad_no_overlap = grad - terms[2]

# ---------- independent finite differences of the total energy ----------
# Only the hydrogens are displaced; a common translation leaves the energy
# unchanged, which fixes the oxygen derivative.
numeric = np.zeros((3, 3))
for a in (1, 2):
    for x in (0, 2):
        numeric[a, x] = derivative(lambda s: library_energy(shifted(a, x, s)), 0.01)
numeric[0] = -numeric[1] - numeric[2]
err = np.abs(grad - numeric).max()
err_unrelaxed = np.abs(grad_unrelaxed - numeric).max()
err_no_overlap = np.abs(grad_no_overlap - numeric).max()
assert err < 1e-6
assert np.abs(grad[:, 1]).max() < 1e-8
assert np.abs(grad.sum(axis=0)).max() < 1e-7
assert err_unrelaxed > 10 * err and err_no_overlap > 10 * err

# Electric field along x: the basis is fixed, only orbital relaxation enters.
x_ao = mol.intor("int1e_r")[0]
x_relaxed, x_unrelaxed = np.sum(D_ao * x_ao), np.sum(D0_ao * x_ao)
x_fd = derivative(lambda s: library_energy(xyz0, np.array([s, 0.0, 0.0])), 0.002)
assert abs(x_relaxed - x_fd) < 1e-6
assert abs(x_unrelaxed - x_fd) > 10 * abs(x_relaxed - x_fd)
mu_nuc = charges @ xyz0[:, 0]

# ---------- printed results ----------
print("Water, STO-3G, all-electron closed-shell CCSD; positions in bohr")
for s, r in zip(symbols, xyz0):
    print(f"  {s}  x={r[0]:.2f}  y={r[1]:.2f}  z={r[2]:.2f}")
print(f"O-H distances: {np.linalg.norm(xyz0[1]):.4f}, {np.linalg.norm(xyz0[2]):.4f} bohr")
print(f"orbitals {n}, occupied {no}, determinants {nd}, singles+doubles {len(sd)}")
print(f"RHF energy                      {mf.e_tot:.8f} hartree")
print(f"CCSD energy, determinant code   {e_cc:.8f} hartree")
print(f"CCSD energy, pyscf              {e_lib:.8f} hartree")
print(f"CCSD energy from densities      {e_from_densities:.8f} hartree")
print(f"fixed-orbital derivative: densities {fixed_an:.7f}, numeric {fixed_fd:.7f} hartree")
print(f"rotation derivative: formula {rot_an:.7f}, numeric {rot_fd:.7f} hartree")
print(f"max asymmetry of I: occ-occ {np.abs(asym[o, o]).max():.1e}, "
      f"virt-virt {np.abs(asym[v, v]).max():.1e} hartree")
print(f"max asymmetry of I, occ-virt    {np.abs(asym[v, o]).max():.6f} hartree")
ia, ii = np.unravel_index(np.abs(z).argmax(), z.shape)
A = no + ia
print(f"largest Z-vector element: a = orbital {A + 1}, i = orbital {ii + 1}")
print(f"  eps_a, eps_i                  {eps[A]:.6f}, {eps[ii]:.6f} hartree")
print(f"  I_ai, I_ia                    {I0[A, ii]:.6f}, {I0[ii, A]:.6f} hartree")
print(f"  right-hand side               {rhs[ia, ii]:.6f} hartree")
print(f"  z_ai                          {z[ia, ii]:.6f} (dimensionless)")
print(f"  D_ai unrelaxed, relaxed       {D0[A, ii]:.6f}, {D[A, ii]:.6f} (dimensionless)")
print(f"  eps_i z_ai / 2                {eps[ii] * z[ia, ii] / 2:.6f} hartree")
print(f"  W_ai = W_ia                   {W[A, ii]:.6f} hartree")
print(f"trace of D_AO S                 {np.sum(D_ao * S):.6f} electrons")
print(f"trace of W_AO S                 {np.sum(W_ao * S):.6f} hartree")
print("Gradient of second H along x, contributions in hartree/bohr:")
for name, t in zip(("one-electron", "two-electron", "overlap", "nuclear"), terms):
    print(f"  {name:14s} {t[2, 0]:14.8f}")
print(f"  {'total':14s} {grad[2, 0]:14.8f}")
factor = (constants.physical_constants["Hartree energy in eV"][0]
          / (constants.physical_constants["Bohr radius"][0] * 1e10))
print(f"  total converted {grad[2, 0] * factor:.5f} eV/angstrom")
print("Gradient in hartree/bohr: analytic, numerical reference, unrelaxed")
print("(H reference: finite differences; O reference: minus the sum over H)")
for a in range(3):
    for x in (0, 2):
        print(f"  atom {a + 1} {symbols[a]} {'xyz'[x]} {grad[a, x]:13.8f} "
              f"{numeric[a, x]:13.8f} {grad_unrelaxed[a, x]:13.8f}")
print(f"max error, full formula         {err:.1e} hartree/bohr")
print(f"max error, no orbital relaxation {err_unrelaxed:.2e} hartree/bohr")
print(f"max error, no overlap term      {err_no_overlap:.4f} hartree/bohr")
print(f"dipole x, relaxed density       {mu_nuc - x_relaxed:.7f} e bohr")
print(f"dipole x, finite field          {mu_nuc - x_fd:.7f} e bohr")
print(f"dipole x, unrelaxed density     {mu_nuc - x_unrelaxed:.7f} e bohr")
print("PASS")
```

Output:

```
Water, STO-3G, all-electron closed-shell CCSD; positions in bohr
  O  x=0.00  y=0.00  z=0.00
  H  x=0.00  y=0.00  z=1.80
  H  x=2.30  y=0.00  z=-0.60
O-H distances: 1.8000, 2.3770 bohr
orbitals 7, occupied 5, determinants 441, singles+doubles 140
RHF energy                      -74.90813018 hartree
CCSD energy, determinant code   -74.98294230 hartree
CCSD energy, pyscf              -74.98294230 hartree
CCSD energy from densities      -74.98294230 hartree
fixed-orbital derivative: densities -1.8201296, numeric -1.8201296 hartree
rotation derivative: formula 0.0002178, numeric 0.0002178 hartree
max asymmetry of I: occ-occ 1.1e-12, virt-virt 6.1e-14 hartree
max asymmetry of I, occ-virt    0.000685 hartree
largest Z-vector element: a = orbital 7, i = orbital 3
  eps_a, eps_i                  0.685281, -0.554176 hartree
  I_ai, I_ia                    0.022096, 0.021411 hartree
  right-hand side               -0.001370 hartree
  z_ai                          -0.001026 (dimensionless)
  D_ai unrelaxed, relaxed       0.003766, 0.003253 (dimensionless)
  eps_i z_ai / 2                0.000284 hartree
  W_ai = W_ia                   0.021695 hartree
trace of D_AO S                 10.000000 electrons
trace of W_AO S                 -46.028438 hartree
Gradient of second H along x, contributions in hartree/bohr:
  one-electron       3.76393323
  two-electron      -2.07849853
  overlap           -0.15072502
  nuclear           -1.43269342
  total              0.10201625
  total converted 5.24589 eV/angstrom
Gradient in hartree/bohr: analytic, numerical reference, unrelaxed
(H reference: finite differences; O reference: minus the sum over H)
  atom 1 O x   -0.07897617   -0.07897617   -0.07887809
  atom 1 O z    0.14296783    0.14296782    0.14318767
  atom 2 H x   -0.02304008   -0.02304008   -0.02310805
  atom 2 H z   -0.09832353   -0.09832352   -0.09855311
  atom 3 H x    0.10201625    0.10201625    0.10198615
  atom 3 H z   -0.04464430   -0.04464430   -0.04463455
max error, full formula         8.9e-09 hartree/bohr
max error, no orbital relaxation 2.30e-04 hartree/bohr
max error, no overlap term      0.1879 hartree/bohr
dipole x, relaxed density       0.3464310 e bohr
dipole x, finite field          0.3464310 e bohr
dipole x, unrelaxed density     0.3453013 e bohr
PASS
```
